# The Riccati Equation and Exact Two-Component Decoupling of the Dirac Hamiltonian

## Definitions and conventions

An electron of mass $m$ moves in a real scalar potential energy $V(\mathbf r)$. Write $\pi=\boldsymbol\sigma\cdot\mathbf p$, with $\mathbf p=-i\hbar\nabla$ and the Pauli matrices $\boldsymbol\sigma$. A four-component spinor is split into two two-component parts, $\psi=(\varphi,\chi)$, called upper and lower. Energies are measured from the rest energy $mc^2$, so that the Dirac Hamiltonian is

$$
D=\begin{pmatrix}V&c\pi\\ c\pi&V-2mc^2\end{pmatrix}. \tag{1}
$$

The inner product $\langle\cdot,\cdot\rangle$ is linear in its second entry, a dagger denotes the adjoint, and $[A,B]=AB-BA$. The operator $\pi$ is self-adjoint on its domain, written $\mathrm{dom}\,\pi$.

**Assumption.** $V$ is bounded. With $a=\inf V$ and $b=\sup V$,

$$
b-a<2mc^2. \tag{2}
$$

Since $V$ is bounded, $D$ is self-adjoint on spinors whose two parts both lie in $\mathrm{dom}\,\pi$.

The eigenvalue equation $D\psi=E\psi$ reads

$$
V\varphi+c\pi\chi=E\varphi,\qquad c\pi\varphi+(V-2mc^2)\chi=E\chi. \tag{3}
$$

The second equation gives $\chi=(2mc^2+E-V)^{-1}c\pi\varphi$. This coupling contains the energy of the state, so inserting it in the first equation does not give an ordinary eigenvalue problem. What is wanted is one operator $X$, independent of $E$, with $\chi=X\varphi$ for all electronic states together.

## Theorem

Under assumption (2):

1. The interval $(b-2mc^2,\,a)$ contains no spectrum of $D$. Let $\mathcal G_+$ be the spectral subspace above it (electronic states) and $\mathcal G_-$ the one below it (negative-energy states).
2. There is one linear operator $X$ such that $\mathcal G_+$ consists of the spinors $(\varphi,X\varphi)$, with $\varphi$ running through the whole two-component space. It satisfies $\|X\varphi\|<\|\varphi\|$ for $\varphi\neq0$.
3. $X$ obeys the Riccati equation

$$
2mc^2X=c\pi-[X,V]-Xc\pi X, \tag{4}
$$

applied to those $\varphi$ for which $\varphi$ and $X\varphi$ both lie in $\mathrm{dom}\,\pi$. These $\varphi$ form a dense set $\mathcal D$.

4. Let $N=1+X^\dagger X$ and $R=N^{-1/2}$. The Hamiltonian

$$
h_+=R\left[V+c\pi X+X^\dagger c\pi+X^\dagger(V-2mc^2)X\right]R \tag{5}
$$

$$
\phantom{h_+}=N^{1/2}(V+c\pi X)N^{-1/2} \tag{6}
$$

is self-adjoint on $N^{1/2}\mathcal D$, and its spectrum is the part of the spectrum of $D$ above the gap.

The factor $R$ is the renormalization: it restores the norm that is lost when the lower part is dropped.

## Lemma 1: the gap

Let $J=\mathrm{diag}(1,-1)$ and take $\lambda$ with $b-2mc^2<\lambda<a$. For $\psi$ in the domain of $D$,

$$
\begin{aligned}
\langle J\psi,(D-\lambda)\psi\rangle={}&\langle\varphi,(V-\lambda)\varphi\rangle+\langle\chi,(\lambda-V+2mc^2)\chi\rangle\\
&+\langle\varphi,c\pi\chi\rangle-\langle\chi,c\pi\varphi\rangle .
\end{aligned}
$$

Because $\pi$ is self-adjoint, the last two inner products are complex conjugates, and their difference is imaginary. In the first line $V-\lambda\ge a-\lambda$ and $\lambda-V+2mc^2\ge\lambda-b+2mc^2$. Hence

$$
\mathrm{Re}\langle J\psi,(D-\lambda)\psi\rangle\ge\delta\|\psi\|^2,\qquad
\delta=\min(a-\lambda,\ \lambda-b+2mc^2)>0. \tag{7}
$$

Since $\|J\psi\|=\|\psi\|$, the Cauchy–Schwarz inequality gives $\|(D-\lambda)\psi\|\ge\delta\|\psi\|$. A spectral point of a self-adjoint operator would have normalized approximate eigenvectors that make the left side arbitrarily small. Thus $\lambda$ is not in the spectrum, which proves part 1.

## Lemma 2: which component is larger

**Claim.** A nonzero $\psi\in\mathcal G_+$ has $\|\varphi\|>\|\chi\|$; a nonzero $\psi\in\mathcal G_-$ has $\|\varphi\|<\|\chi\|$.

*Proof.* Fix $\lambda$ in the gap. For $\psi\in\mathcal G_+$ put $\psi(t)=e^{-t(D-\lambda)}\psi$. On $\mathcal G_+$ the operator $D-\lambda$ is bounded below by a positive number, so $\psi(t)\to0$ as $t\to\infty$, and $\psi(t)$ lies in the domain of $D$ for $t>0$. By (7),

$$
\frac{d}{dt}\langle\psi(t),J\psi(t)\rangle=-2\,\mathrm{Re}\langle J\psi(t),(D-\lambda)\psi(t)\rangle\le-2\delta\|\psi(t)\|^2 .
$$

Integration from $0$ to $\infty$ gives

$$
\|\varphi\|^2-\|\chi\|^2=\langle\psi,J\psi\rangle\ge2\delta\int_0^\infty\|\psi(t)\|^2dt>0 .
$$

For $\psi\in\mathcal G_-$ use $e^{+t(D-\lambda)}\psi$, which also decays. The derivative is now at least $+2\delta\|\psi(t)\|^2$, and integration gives $-\langle\psi,J\psi\rangle>0$. $\square$

The names "large" and "small" component are therefore justified for every electronic state under (2), in the sense of total norm. The lemma does not compare the components point by point.

## Proof of part 2: existence of the coupling

Consider the map $\psi\mapsto\varphi$ from $\mathcal G_+$ to the two-component space. Lemma 2 gives $\|\psi\|^2=\|\varphi\|^2+\|\chi\|^2\le2\|\varphi\|^2$. The map is therefore one-to-one and its range is closed.

Suppose $\varphi_0$ is orthogonal to the range. Then $(\varphi_0,0)$ is orthogonal to $\mathcal G_+$ and so belongs to $\mathcal G_-$. If $\varphi_0\ne0$, Lemma 2 would demand $\|\varphi_0\|<0$. So $\varphi_0=0$, and the range is the whole space.

Each $\varphi$ thus belongs to one $\psi\in\mathcal G_+$. Define $X\varphi$ as its lower part. Linearity follows because $\mathcal G_+$ is a linear space, and $\|X\varphi\|<\|\varphi\|$ is Lemma 2. $\square$

## Proof of part 3: the Riccati equation

Spinors of $\mathcal G_+$ in the domain of $D$ are dense in $\mathcal G_+$. Their upper parts form $\mathcal D$, which is dense because the map onto upper parts is bounded and onto. For $\varphi\in\mathcal D$,

$$
D\begin{pmatrix}\varphi\\X\varphi\end{pmatrix}=
\begin{pmatrix}(V+c\pi X)\varphi\\ c\pi\varphi+(V-2mc^2)X\varphi\end{pmatrix}. \tag{8}
$$

A spectral subspace is invariant under $D$, so the right side again lies in $\mathcal G_+$. Its lower part is therefore $X$ times its upper part:

$$
c\pi\varphi+VX\varphi-2mc^2X\varphi=XV\varphi+Xc\pi X\varphi. \tag{9}
$$

Moving the mass term to one side gives

$$
2mc^2X\varphi=c\pi\varphi-(XV-VX)\varphi-Xc\pi X\varphi,
$$

which is (4). The commutator carries a minus sign because $VX$ comes from the lower row of $D$, while $XV$ comes from applying $X$ to the upper row. No energy occurs in the equation. For an eigenstate, $X\varphi$ nevertheless equals $(2mc^2+E-V)^{-1}c\pi\varphi$, since (3) holds for it. $\square$

**Remark: other solutions.** Equation (4) expresses invariance of a subspace of the form $(\varphi,X\varphi)$, and does not say which one. Let $X'$ be another solution with $\|X'\varphi\|\le\|\varphi\|$, and let its subspace $\mathcal G'$ be mapped into itself by the spectral projections of $D$. In a finite basis this follows from invariance, because $D$ is Hermitian. For $\psi\in\mathcal G'$, the projection of $\psi$ on $\mathcal G_-$ lies in $\mathcal G'$, where the lower part is no larger than the upper, and in $\mathcal G_-$, where it is larger unless the spinor vanishes. The projection is zero, so $\mathcal G'\subseteq\mathcal G_+$. Both subspaces contain one spinor for each $\varphi$, hence $X'=X$. The contraction property thus selects the electronic solution.

## Proof of part 4: renormalization

The norm of an electronic spinor, expressed through its upper part, is

$$
\|\psi\|^2=\langle\varphi,\varphi\rangle+\langle X\varphi,X\varphi\rangle=\langle\varphi,N\varphi\rangle . \tag{10}
$$

Since $1\le N\le2$, the operators $N^{\pm1/2}$ exist and are bounded. Put $\eta=N^{1/2}\varphi$. Then $\|\eta\|=\|\psi\|$, and the map

$$
W\eta=\begin{pmatrix}R\eta\\XR\eta\end{pmatrix},\qquad
W^\dagger\begin{pmatrix}u\\v\end{pmatrix}=R(u+X^\dagger v), \tag{11}
$$

is unitary from the two-component space onto $\mathcal G_+$. Therefore $h_+=W^\dagger DW$ is self-adjoint and has the spectrum of $D$ in $\mathcal G_+$. Applying $W^\dagger$ to (8) with $\varphi=R\eta$ gives

$$
h_+\eta=R\left[(V+c\pi X)+X^\dagger\big(c\pi+(V-2mc^2)X\big)\right]R\eta,
$$

which is (5). By (9), the inner bracket $c\pi+(V-2mc^2)X$ equals $X(V+c\pi X)$. Consequently

$$
V+c\pi X+X^\dagger c\pi+X^\dagger(V-2mc^2)X=N(V+c\pi X), \tag{12}
$$

and $RN=N^{1/2}$ turns (5) into (6). $\square$

**Remark: what the factor does.** The operator $K=V+c\pi X$ acts on bare upper parts, $K\varphi=E\varphi$, and already has the correct eigenvalues. It need not be Hermitian in the ordinary inner product. Its eigenfunctions, taken as the upper parts $\varphi_i$ of orthonormal eigenspinors of $D$, obey $\langle\varphi_i,N\varphi_j\rangle=\delta_{ij}$, whereas the functions $\eta_i=N^{1/2}\varphi_i$ are orthonormal in the ordinary sense. The bracket in (5) is Hermitian, but without the outer factors its eigenvalues are not in general the energies.

**Remark: the full transformation.** A spinor $(u,v)$ is orthogonal to $\mathcal G_+$ when $u+X^\dagger v=0$. The negative-energy subspace thus consists of the spinors $(-X^\dagger v,v)$, whose squared norm is $\langle v,(1+XX^\dagger)v\rangle$. With $R'=(1+XX^\dagger)^{-1/2}$,

$$
U=\begin{pmatrix}R&-X^\dagger R'\\XR&R'\end{pmatrix} \tag{13}
$$

is unitary and $U^\dagger DU$ is block diagonal, with $h_+$ as its upper block. A further unitary change of the two-component functions leaves the blocks decoupled, so $h_+$ is fixed up to that freedom. Other observables must be transformed with the same $W$: an operator $A$ on four-component spinors becomes $W^\dagger AW$.

**Remark: conditions.** The Coulomb potential of a point nucleus has $a=-\infty$ and lies outside this proof; existence of $X$ then needs a separate argument. For a bounded potential that violates (2), the proof no longer guarantees a gap, although one may exist. The proof used only the self-adjointness of $\pi$ and the bounds on $V$, so it also covers finite Hermitian matrices $\pi$ and $V$ with the same bounds.

## Limiting cases

**Free particle.** For $V=0$, the four blocks of $D$ are functions of $\pi$; so are the blocks of its spectral projections, and hence $X$ is a function of $\pi$. On an eigenvalue $q$ of $\pi$, equation (4) becomes $cq\,x^2+2mc^2x-cq=0$. For $q\ne0$ its roots are $x=(-mc^2\pm E_q)/(cq)$, with $E_q=\sqrt{m^2c^4+c^2q^2}$. The upper sign gives $|x|<1$, the lower $|x|>1$. Using $E_q^2-m^2c^4=c^2q^2$ and $\pi^2=p^2$,

$$
X=\frac{c\pi}{mc^2+E_p},\qquad h_+=c\pi X=E_p-mc^2 . \tag{14}
$$

Here $N$ commutes with $\pi$, so the renormalization factors cancel in (6). At large momentum $|x|\to1$: the two components become equally large.

**Large $c$.** On smooth states of momentum far below $mc$, with $V$ smooth and fixed, (4) can be iterated in the form

$$
X=\frac{\pi}{2mc}-\frac{[X,V]}{2mc^2}-\frac{X\pi X}{2mc}.
$$

Inserting the first term in the other two gives

$$
X=\frac{\pi}{2mc}-\frac{[\pi,V]}{4m^2c^3}-\frac{\pi^3}{8m^3c^3}+O(c^{-5}). \tag{15}
$$

Hence

$$
K=V+\frac{\pi^2}{2m}-\frac{\pi[\pi,V]}{4m^2c^2}-\frac{\pi^4}{8m^3c^2}+O(c^{-4}).
$$

From $N=1+\pi^2/(4m^2c^2)+\dots$ follows $N^{\pm1/2}=1\pm\pi^2/(8m^2c^2)+\dots$. The renormalization in (6) therefore adds to $K$ the commutator

$$
\left[\frac{\pi^2}{8m^2c^2},\,V+\frac{\pi^2}{2m}\right]=\frac{\pi[\pi,V]+[\pi,V]\pi}{8m^2c^2}.
$$

Together with $-2\pi[\pi,V]/(8m^2c^2)$ from $K$, this leaves $-(\pi[\pi,V]-[\pi,V]\pi)/(8m^2c^2)$:

$$
h_+=V+\frac{p^2}{2m}-\frac{p^4}{8m^3c^2}-\frac{[\pi,[\pi,V]]}{8m^2c^2}+O(c^{-4}). \tag{16}
$$

To evaluate the double commutator, write $\mathbf F=\nabla V$, so that $[\pi,V]=-i\hbar\,\boldsymbol\sigma\cdot\mathbf F$. The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives

$$
[\pi,\boldsymbol\sigma\cdot\mathbf F]=\mathbf p\cdot\mathbf F-\mathbf F\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf F-\mathbf F\times\mathbf p).
$$

The first difference is $-i\hbar\Delta V$. Since $\nabla\times\mathbf F=0$, $\mathbf p\times\mathbf F=-\mathbf F\times\mathbf p$. Multiplication by $-i\hbar$ yields

$$
-\frac{[\pi,[\pi,V]]}{8m^2c^2}=\frac{\hbar^2\Delta V}{8m^2c^2}+\frac{\hbar\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4m^2c^2}, \tag{17}
$$

the Darwin and spin-orbit terms. The renormalization is what makes the order $c^{-2}$ Hermitian.

## Worked example: an electron in a layer

Set $\hbar=m=c=1$, so that energies are in units of $mc^2$. The potential depends on $z$ alone,

$$
V(z)=-0.6\,e^{-(z/1.5)^2}-0.3\,e^{-(z/1.5-1.5)^2},
$$

and the conserved momentum along $x$ is $k=0.5$, with none along $y$. Then $\pi=\sigma_xk+\sigma_zp_z$. On a periodic Fourier grid of $91$ points with period $30$, the smallest sampled value of $V$, which is the bound $a$ for the grid matrices, is $-0.6316$, and $b$ is zero to the digits quoted. Condition (2) holds, and at the midpoint of the guaranteed gap $\delta=(2-0.6316)/2=0.684$. The minimum of the continuous $V(z)$ lies between grid points, near $z=0.15$, and is $-0.6363$, which would give $\delta=0.682$.

**Degeneracy.** Let $\alpha_i$ be the Dirac matrices with off-diagonal blocks $\sigma_i$, and $\beta=\mathrm{diag}(1,-1)$ in blocks. The sum $\alpha_xk+\beta$ has square $k^2+1$, so it equals $m'\beta'$ with $m'=\sqrt{1+k^2}=1.1180$ and $\beta'^2=1$. A constant rotation generated by $\beta\alpha_x$, which commutes with $\alpha_z$, turns $\beta'$ into $\beta$. The problem becomes motion along $z$ with mass $m'$. There the two values of $\sigma_z$ give equations that differ in the sign of $p_z$, and reversing the sign of one lower component removes the difference. Every level is therefore double, although $V$ is asymmetric and $h_+$ contains a spin-orbit term.

**Solving for $X$.** Newton's method replaces $X$ by $X+Y$ in (4) and keeps terms linear in $Y$:

$$
(V-2mc^2-Xc\pi)Y-Y(V+c\pi X)=-F(X),
$$

where $F(X)=c\pi-[X,V]-Xc\pi X-2mc^2X$. The free coupling (14) is the starting point. It cancels all terms of $F$ except the commutator, and leaves a residual of norm $0.315$ on this grid, a value set mainly by the edge of the grid, as explained below. After three steps the residual is about $10^{-14}$, and $X$ agrees with the coupling built from the eigenvectors of $D$ to the same level. Its norm on this grid is $0.915$, below one as required. This value belongs to the grid, whose momenta $p_z$ stop near $9.4$: part 2 keeps $\|X\varphi\|/\|\varphi\|$ below one for each $\varphi$ but not uniformly, and already the free coupling has $|x|\to1$ at large momentum. At this cutoff the free coupling reaches $0.900$; the small excess in $0.915$ comes from the grid effect described next. On the same grid the commutator has norm $0.321$, and reversing its sign in (4) leaves a residual of twice that, $0.642$. These norms do not measure the commutator of the continuous problem. The sampled potential couples the highest positive momenta of the grid to the highest negative ones, and between them $X$ changes sign. In a plane-wave basis with the same cutoff but without this wrap-around, the commutator has norm $0.102$, which stays the same to the digits quoted when the cutoff is raised, and the lowest level is unchanged to the digits quoted below.

**Energies.** The lowest level of both $D$ and $h_+$ is

$$
E_0=-0.29266\,mc^2=-149.55\ \text{keV}.
$$

Far from the layer, an electron with this $k$ has at least the energy $m'-1=0.1180$, so the state is bound by $0.1180+0.2927=0.4107$. The next distinct level is $-0.0039$.

**Effect of the renormalization.** The lower component carries the weight $w=0.0882$ in the lowest level. Since $\sigma_y$ anticommutes with $\pi=\sigma_xk+\sigma_zp_z$, the matrix $\mathrm{diag}(\sigma_y,-\sigma_y)$ commutes with $D$. Upper parts of different states with the same value of this matrix need not be orthogonal: for the value $+1$, after normalization, the largest overlap with the lowest state is $0.026$. The partner is an unbound state near $E=0.15$, normalized in the periodic cell, so this number belongs to the period $30$ and decreases for longer periods. The overlap between the upper parts of the two bound levels does not depend on the period, but it does depend on the value of the matrix: it is $0.0008$ for $+1$ and $0.020$ for $-1$.

If $R$ is omitted from (5), the lowest eigenvalue becomes $-0.3214$, too low by $0.0287$, or $9.8\%$ of $|E_0|$. Most of this shift follows from the norm. By (12), the bracket in (5) has in the exact upper part $\varphi_0$ the mean value

$$
E_0\frac{\langle\varphi_0,N\varphi_0\rangle}{\langle\varphi_0,\varphi_0\rangle}=\frac{E_0}{1-w}=\frac{-0.2927}{0.9118}=-0.3210 .
$$

The variational principle for the bracket then places its lowest eigenvalue at or below this number, as found.

If $R$ is kept but $X$ is replaced by the free coupling, in $N$ as well, the level is $-0.2941$. The error is $-0.0014$, or $0.5\%$ of $|E_0|$. It lies below the exact level, so this approximation does not provide an upper bound.

**A wrong solution.** Exchanging one electronic eigenstate for a negative-energy eigenstate gives another invariant subspace. It has the form $(\varphi,X\varphi)$ provided the upper parts still form a basis, that is, provided the upper part of the new state, expanded in the electronic upper parts, has a nonzero coefficient on the removed state. Here a lowest electronic state is replaced by the negative-energy state with the same value of $\mathrm{diag}(\sigma_y,-\sigma_y)$ for which this coefficient is largest. The resulting $X$ satisfies (4) to rounding error. For the period $30$ its norm is $8.7$, and its $K$ has an eigenvalue at $-2.652$; both numbers change with the period. The contraction property exposes the wrong choice.

**Large $c$.** With $\hbar=m=1$ and with $V$ and $k$ held fixed, $c$ is raised from $20$ to $40$. Acting on a Gaussian spinor, the error of (15) falls by a factor $31.8$, near the $2^5=32$ expected of a remainder $O(c^{-5})$. The error of (16) falls by $15.9$, near $2^4=16$. Without the spin-orbit term the latter factor is $3.99$, near $2^2$: the operator $h_+$ needs this term at order $c^{-2}$. The bound levels do not show it at that order, because the term is proportional to $V'(z)$, whose mean value vanishes in a nonrelativistic bound state. The numerical check printed below contains the three error ratios and a repetition on a larger, finer grid, which changes the lowest level by no more than about $2\times10^{-11}\,mc^2$.

## Table of computed values

```
Natural units: energy mc^2, length hbar/(mc), momentum mc
first well depth parameter = 0.600 mc^2
second well depth parameter = 0.300 mc^2
Gaussian width parameter = 1.500 hbar/(mc)
second well center = 2.250 hbar/(mc)
in-plane momentum = 0.500 mc
grid points = 91, period = 30.0 hbar/(mc)
potential minimum on grid = -0.631620 mc^2
top negative-energy level = -2.124458 mc^2
gap-inequality constant at midpoint = 0.684190 mc^2
Newton steps = 3
initial Riccati residual norm = 0.315219 mc^2
final Riccati residual norm = 8.4e-15 mc^2
X: Newton minus eigenvectors, norm = 6.1e-15
norm of X = 0.914919
norm of [X,V] = 0.321113 mc^2
residual with wrong commutator sign = 0.642226 mc^2
lowest exact level (double) = -0.29266317 mc^2
lowest exact level (double) = -149.5506 keV
next distinct level = -0.00387757 mc^2
lowest level from h = -0.29266317 mc^2
largest spectrum difference = 1.1e-12 mc^2
off-diagonal block norm = 6.2e-15 mc^2
splitting of lowest pair = 5.6e-15 mc^2
largest difference of sectors = 1.2e-14 mc^2
larger mass replacing kx = 1.118034 m
larger-mass spectrum difference = 3.0e-14 mc^2
small-component weight, lowest level = 0.088236
largest upper-part overlap in sector = 0.026421
anti-Hermitian difference of V+c*pi*X = 0.037445 mc^2
lowest level without R = -0.32138082 mc^2
error without R = -2.8718e-02 mc^2
lowest level with free X = -0.29411281 mc^2
error with free X = -1.4496e-03 mc^2
other Riccati solution: norm = 8.7082
other solution: relative residual = 3.5e-16
other solution: lowest energy = -2.651704 mc^2
change on second grid = 2.4e-11 mc^2
second grid: points = 125, period = 36.0 hbar/(mc)
Large-c tests use hbar=m=1 and fixed V, kx; energy unit is 1
c = 20: X-series error = 2.0092e-08
c = 20: mean-energy error = 4.6834e-08
c = 20: h-series action error = 6.3479e-07
c = 20: same without spin-orbit = 6.4334e-05
c = 40: X-series error = 6.3279e-10
c = 40: mean-energy error = 2.9248e-09
c = 40: h-series action error = 3.9840e-08
c = 40: same without spin-orbit = 1.6116e-05
X-series error ratio = 31.7519
mean-energy error ratio = 16.0125
h-series action error ratio = 15.9334
ratio without spin-orbit = 3.9919
```
